# Improper Ferroelectricity: Linear Polarization and a Finite Permittivity Step

**Symmetry and scaling**

In an improper ferroelectric the polarization \(P\) is not the quantity that becomes unstable. A different distortion orders first, and \(P\) follows because symmetry couples the two. Let the ordering distortion have two real, dimensionless amplitudes \(q_1,q_2\), and let the parent phase possess an operation that acts as

\[
q_1\to q_2,\qquad q_2\to -q_1,\qquad P\to -P. \tag{1}
\]

Applied twice, it reverses both \(q_i\) and leaves \(P\) alone, so a term \(Pq_i\) is forbidden. The product \(q_1q_2\) changes sign under (1), as \(P\) does, so \(Pq_1q_2\) is allowed. A single amplitude \(q\) would not serve. Its square is invariant, so \(Pq^2\) could appear only if \(P\) were invariant too, and the parent would already be polar.

To leading order the free energy per volume, at fixed stress and field \(E\), is

\[
F=-\frac{a\tau}{2}(q_1^2+q_2^2)+\frac B4(q_1^2+q_2^2)^2+Cq_1^2q_2^2+\frac{P^2}{2\chi}-gPq_1q_2-EP, \tag{2}
\]

with \(\tau=T_0-T\) and \(a,g,\chi>0\). Here \(P\) contains all polarization except that of the vacuum, so the relative permittivity is \(\varepsilon=1+\varepsilon_0^{-1}dP/dE\). The background susceptibility is \(\chi=\varepsilon_0(\varepsilon_b-1)\), taken as independent of temperature.

Operation (1) also allows \(P(q_1^2-q_2^2)\). In polar form the two couplings vary as \(\sin2\varphi\) and \(\cos2\varphi\), so a rotation of the \(q\) axes merges them into the one kept in (2). The quartic terms may then include \(Kq_1q_2(q_1^2-q_2^2)\), which is set to zero until its effect is examined below.

The form of the answer follows from scaling. For \(\tau>0\) write \(q_i=\sqrt\tau\,u_i\), \(P=\tau p\) and \(E=\tau e\). Every term of (2), and the \(K\) term as well, is then proportional to \(\tau^2\), so the minimum is \(F=\tau^2f(e)\). Since \(P=-\partial F/\partial E\) and \(e=E/\tau\),

\[
P=-\tau f'(E/\tau),\qquad \frac{dP}{dE}=-f''(E/\tau). \tag{3}
\]

As \(E\to0\) within one domain, \(P\) is proportional to \(T_0-T\) and \(dP/dE\) does not depend on temperature. What remains is to find the coefficients and the conditions under which they are finite and nonzero.

**Elimination of the polarization**

Setting \(\partial F/\partial P=0\) gives

\[
P=\chi(E+gq_1q_2). \tag{4}
\]

The terms of (2) that contain \(P\) then become

\[
\frac{P^2}{2\chi}-P(E+gq_1q_2)=-\frac{\chi}{2}(E+gq_1q_2)^2
=-\frac{\chi E^2}{2}-\chi gE\,q_1q_2-\frac{\chi g^2}{2}q_1^2q_2^2. \tag{5}
\]

The last term changes \(C\) but not \(T_0\), the temperature at which the parent phase loses its stability. A strong coupling can still make the transition first order and so move it above \(T_0\), as the section on higher order shows. Let \(q_1=\rho\cos\varphi\), \(q_2=\rho\sin\varphi\) and \(s=\sin2\varphi\), so that \(q_1q_2=\rho^2s/2\). With

\[
C_e=C-\frac{\chi g^2}{2},\qquad B^*=B+C_e, \tag{6}
\]

the free energy is

\[
F=-\frac{a\tau}{2}\rho^2+\frac{B+C_es^2}{4}\rho^4-\frac{\chi gE}{2}\rho^2s-\frac{\chi E^2}{2}. \tag{7}
\]

At zero field \(s\) enters only through \(C_es^2\). If \(C_e<0\), the minimum has \(s=\pm1\), which gives two opposite polarizations, each shared by a pair of minima \((q_1,q_2)\) and \((-q_1,-q_2)\). Below, a domain means a region with one sign of \(s\). The quartic coefficient is then \(B^*/4\), and \(B^*>0\) is needed for stability at this order.

**Polarization and permittivity**

Take the domain \(s=+1\), at \(\varphi=\pi/4\). It remains stationary in a field, because \(\partial F/\partial\varphi=2\cos2\varphi\,\partial F/\partial s\) and \(\cos2\varphi=0\). The radial condition is

\[
\frac{\partial F}{\partial\rho}=\rho\,(-a\tau-\chi gE+B^*\rho^2)=0
\quad\Rightarrow\quad \rho^2=\frac{a\tau+\chi gE}{B^*}. \tag{8}
\]

Inserting this in (4), with \(q_1q_2=\rho^2/2\), gives

\[
P=\frac{\chi ga}{2B^*}(T_0-T)+\left(\chi+\frac{\chi^2g^2}{2B^*}\right)E. \tag{9}
\]

The first term is the spontaneous polarization \(P_s\). Above \(T_0\), as \(E\to0\) at fixed temperature, \(\rho=0\) and \(P=\chi E\). The susceptibility therefore rises on cooling through \(T_0\) by

\[
\Delta\chi=\frac{\chi^2g^2}{2B^*}. \tag{10}
\]

For \(s=-1\) the signs of \(P_s\) and of the field term in (8) both reverse, and the step is the same.

The absence of a divergence can be traced to two factors that cancel. At the minimum \(\partial^2F/\partial\rho^2=2B^*\rho^2=2a\tau\), so the amplitude becomes soft at \(T_0\). The field pushes on it with a force \(\chi gE\rho\), which vanishes there. The resulting shift is \(\delta\rho=\chi gE\rho/(2a\tau)\), and it changes the polarization by \(\chi g\rho\,\delta\rho=\chi^2g^2\rho^2E/(2a\tau)\). Since \(\rho^2=a\tau/B^*\), the temperature drops out and (10) returns.

**The case without polarization**

The coupling alone does not guarantee a polar phase. Suppose the parent also has an operation that reverses \(q_1\) and \(P\) but not \(q_2\). It allows \(Pq_1q_2\) and forbids the \(K\) term. If then \(C_e>0\) and \(B>0\), the zero-field minimum of (7) is at \(s=0\), and \(P_s=0\). Without such an operation \(K\) is in general nonzero. Its energy, \(K\rho^4\sin4\varphi/4\), has a finite slope at \(s=0\), so the minimum moves away from there and the phase is polar after all. The rest of this section takes \(K=0\). A small field tilts the order parameter. Minimizing over \(s\) gives

\[
\frac{C_e}{2}s\rho^4=\frac{\chi gE}{2}\rho^2
\quad\Rightarrow\quad s=\frac{\chi gE}{C_e\rho^2},\qquad
P=\chi E+\frac{\chi g\rho^2s}{2}=\left(\chi+\frac{\chi^2g^2}{2C_e}\right)E. \tag{11}
\]

The amplitude keeps its zero-field value, \(\rho^2=a\tau/B\), as long as \(|s|<1\), because the two field-dependent terms in the radial condition cancel. A permittivity step is thus not, by itself, evidence of spontaneous polarization.

**Thermodynamic relation and shift in a field**

For \(C_e<0\), inserting (8) in (7) at zero field gives \(F=-a^2\tau^2/(4B^*)\). The heat capacity \(-T\,\partial^2F/\partial T^2\) therefore jumps at \(T_0\) by

\[
\Delta c=\frac{a^2T_0}{2B^*},\qquad\text{so that}\qquad
\Delta\chi=\frac{T_0}{\Delta c}\left(\frac{dP_s}{dT}\right)^2. \tag{12}
\]

The second relation follows from \(dP_s/dT=-\chi ga/(2B^*)\). It contains neither \(g\) nor the normalization of \(q\), and for \(K=0\) it links three measurable quantities.

By (8), the order in the favoured domain vanishes at

\[
T_0(E)=T_0+\frac{\chi g|E|}{a}. \tag{13}
\]

The field shifts the transition without rounding it, because (7) keeps the symmetry \(q_i\to-q_i\) at any \(E\). In a proper ferroelectric the field acts linearly on the order parameter and removes the corresponding symmetry.

**A worked example**

The units J/cm³, µC/cm² and MV/cm are mutually consistent, since 1 µC/cm² times 1 MV/cm is 1 J/cm³. Take \(T_0=430\) K, \(a=0.060\) J/(cm³ K), \(B=10.0\) J/cm³, \(C=-2.0\) J/cm³, \(g=0.50\) MV/cm and \(\varepsilon_b=10\). Then \(\chi=9\varepsilon_0=0.7969\) µC/cm² per MV/cm, and

\[
\frac{\chi g^2}{2}=0.0996,\qquad C_e=-2.0996,\qquad B^*=7.9004\ \text{J/cm}^3. \tag{14}
\]

At 300 K, \(\tau=130\) K and

\[
\rho^2=\frac{0.060\times130}{7.9004}=0.987,\qquad
P_s=\frac{0.7969\times0.50\times0.9873}{2}=0.197\ \mu\text{C/cm}^2. \tag{15}
\]

Since \(\chi/\varepsilon_0=9\), the permittivity step is

\[
\Delta\varepsilon=\frac{\Delta\chi}{\varepsilon_0}=9\times\frac{0.0996}{7.9004}=0.113. \tag{16}
\]

Numerical minimization of (2) over \(q_1,q_2,P\), with \(dP/dE\) from a small change of field, gives:

| \(T\) (K) | \(P_s\) (µC/cm²) | \(\varepsilon\) |
|---|---|---|
| 300 | 0.197 | 10.113 |
| 350 | 0.121 | 10.113 |
| 400 | 0.045 | 10.113 |
| 425 | 0.008 | 10.113 |
| 435 | 0 | 10.000 |

The slope is \(dP_s/dT=-1.51\) nC/(cm² K) and the heat capacity jump is 0.098 J/(cm³ K). A field of 0.01 MV/cm moves the transition by 0.066 K. With \(C=+2.0\) J/cm³ instead, \(P_s\) is zero and the step is 0.47, in accordance with (11).

**Higher order and first-order transitions**

Add \(D\rho^6/6\) with \(D>0\). For \(s=+1\) and \(y=\rho^2\), the radial condition becomes

\[
B^*y+Dy^2=a\tau+\chi gE
\quad\Rightarrow\quad \frac{dy}{dE}=\frac{\chi g}{B^*+2Dy}. \tag{17}
\]

At zero field and for \(B^*>0\), the root of the quadratic gives \(B^*+2Dy=\sqrt{B^{*2}+4Da\tau}\). The excess susceptibility is \(\chi g/2\) times \(dy/dE\):

\[
\frac{dP}{dE}-\chi=\frac{\chi^2g^2}{2\sqrt{B^{*2}+4Da\tau}}. \tag{18}
\]

The step at \(T_0\) is still (10), but the excess falls on further cooling, and \(P_s\) bends below its initial line. For \(D=2.0\) J/cm³, \(P_s\) at 300 K is 0.163 µC/cm², 17 % below the value in (15). The excess permittivity there is 0.080, 29 % below (16).

If \(B^*<0\), the transition is first order. At the transition temperature \(T_c\) the ordered and parent phases have equal energy. With \(A=a(T_c-T_0)\), the conditions \(F=0\) and \(dF/dy=0\) at \(E=0\), for \(y\neq0\), read

\[
\frac A2+\frac{B^*y}{4}+\frac{Dy^2}{6}=0,\qquad
\frac A2+\frac{B^*y}{2}+\frac{Dy^2}{2}=0. \tag{19}
\]

Subtracting the first from the second gives \(B^*/4+Dy/3=0\). Hence

\[
y_c=\frac{3|B^*|}{4D},\qquad
A=|B^*|y_c-Dy_c^2=\frac{3B^{*2}}{16D}. \tag{20}
\]

At this point \(B^*+2Dy_c=|B^*|/2\), so by (17) the susceptibility step is \(\chi^2g^2/|B^*|\). It is finite, but the polarization now jumps by \(\chi gy_c/2\) and is not linear near \(T_c\).

**Comparison with gadolinium molybdate**

The example lies in the regime of gadolinium molybdate, an improper ferroelectric with a transition near 430 K, a room-temperature polarization near 0.2 µC/cm² and a permittivity near 10, all rough values. The Landau coefficients are chosen, not fitted. The example also sets \(K=0\), whereas the parent symmetry of this crystal (\(P\bar42_1m\), ordering at the M point) acts on \((q_1,q_2)\) only by rotations through multiples of 90° and so allows the \(K\) term. The fixed angle \(\varphi=\pi/4\) and the second relation in (12) therefore do not carry over to it. The real transition is weakly first order, which breaks the assumption \(B^*>0\). To see how much this can matter, take \(B=1.1\) and \(D=9.0\) J/cm³ with the other parameters held fixed, so that \(B^*=-1.0\) J/cm³. Then \(T_c\) lies 0.35 K above \(T_0\), and \(P_s\) jumps by 0.017 µC/cm². At 300 K it is again 0.197 µC/cm², so agreement at that one temperature does not establish the linear law. The permittivity step at \(T_c\) is 1.8, sixteen times (16), and the excess falls to 0.053 at 300 K. The flat step belongs to the continuous case at leading order.

**Other neglected effects**

*Anisotropy.* With \(K=0.5\) J/cm³, numerical minimization gives 0.195 µC/cm² at 300 K and a step of 0.128. The equilibrium angle is no longer \(\pi/4\), so the field also turns \(\varphi\). By (3), the two temperature laws survive. The second relation in (12) does not: it accounts for the response of the amplitude alone, and the turning of \(\varphi\) makes the step larger than it predicts.

*Clamping.* Let a shear strain \(x\) with stiffness \(c\) add \(cx^2/2-\lambda xq_1q_2\). If the strain is free, \(x=\lambda q_1q_2/c\), and \(C\) is lowered by \(\lambda^2/(2c)\). The value of \(C\) used above includes this shift; a crystal clamped at \(x=0\) lacks it. For an assumed strain of 0.15 % at 300 K and a stiffness of 30 GPa, clamping lowers \(P_s\) to 0.193 µC/cm² and the step to 0.112. Since \(x\) and \(P\) both transform as \(q_1q_2\), symmetry also allows a direct piezoelectric term \(xP\), which is left out here. With the strain free it only changes the values of \(\chi\) and \(g\), but it can make the effect of clamping much larger. The two clamped figures are therefore not estimates for a real crystal.

*Missing electrodes.* In a plate without free charge, polarized uniformly along its normal, the internal field \(-P/\varepsilon_0\) adds \(P^2/(2\varepsilon_0)\) to (2). This replaces \(1/\chi\) by \(1/\chi+1/\varepsilon_0\), so \(\chi\) falls tenfold here. At 300 K, \(P_s\) drops to 0.019 µC/cm², with an internal field of 0.22 MV/cm. \(T_0\) is unchanged, because the quadratic terms in \(q_i\) are untouched.

*Background drift.* If \(\chi\) changed by a relative \(10^{-4}\) per kelvin, an assumed rate, \(\varepsilon\) would drift by \(9\times10^{-4}\times130=0.117\) between 300 K and \(T_0\). This is as large as the step, which must therefore be read close to the transition. The term \(P^2(q_1^2+q_2^2)\), allowed by symmetry but of higher order in \(\tau\), has a similar effect below \(T_0\): if it changes \(1/\chi\) by 1 % at \(\rho^2=1\), \(\varepsilon\) at 300 K shifts by about 0.09.

*Uniform reversal.* The second derivative of (7) with respect to \(\varphi\) at \(s=1\) is \(-4\,\partial F/\partial s=2\rho^2(|C_e|\rho^2+\chi gE)\). It vanishes at \(E=-E_r\) with \(\chi gE_r=|C_e|\rho^2\). Using (8) for \(\rho^2\) and \(B^*+|C_e|=B\),

\[
E_r=\frac{a\tau|C_e|}{\chi gB}. \tag{21}
\]

This is 4.1 MV/cm at 300 K, eight times an assumed rough breakdown field of 0.5 MV/cm. At this temperature, switching below breakdown therefore needs a non-uniform path such as domain-wall motion. Since \(E_r\) is proportional to \(T_0-T\), it drops below the assumed breakdown field within about 16 K of \(T_0\). These figures hold for \(K=0\); with \(K=0.5\) J/cm³ the domain loses stability at about 3.1 MV/cm at 300 K, and the interval widens to about 21 K. Moving walls would also add to a measured permittivity, which (10) does not include.

*Fluctuations.* Above \(T_0\), let gradients cost \(\kappa(|\nabla q_1|^2+|\nabla q_2|^2)/2\). By (5), the combinations \((q_1\pm q_2)/\sqrt2\) have stiffness \(w\mp\chi gE\) at wave number \(k\), where \(w=a(T-T_0)+\kappa k^2\). Their Gaussian free energy per volume is \(\tfrac12k_BT\int\frac{d^3k}{(2\pi)^3}\ln[w^2-(\chi gE)^2]\), up to a constant. Taking \(-\partial^2/\partial E^2\) at \(E=0\) gives the precursor

\[
\delta\chi=\chi^2g^2k_BT\int\frac{d^3k}{(2\pi)^3}\frac1{w^2}
=\frac{\chi^2g^2k_BT}{8\pi\kappa^{3/2}\sqrt{a(T-T_0)}}. \tag{22}
\]

Let \(t=(T-T_0)/T_0\) and \(\kappa=aT_0\xi_0^2\), where \(\xi_0\) sets the correlation length \(\xi_0/\sqrt t\). With the prefactor \(T\) replaced by \(T_0\), division by (10) and use of (12) give

\[
\frac{\delta\chi}{\Delta\chi}=\frac{k_B}{8\pi\xi_0^3\,\Delta c\,\sqrt t}. \tag{23}
\]

For \(\xi_0=1.0\) nm the precursor is 10 % of the step at 1.4 K above \(T_0\) and equals it at 0.014 K. For \(\xi_0=0.5\) nm it equals the step at about 0.9 K and still exceeds 10 % of it 50 K above \(T_0\). Where the ratio approaches one, the Gaussian estimate itself fails. Other fluctuation corrections can become large earlier, so (23) gives only a rough scale for the edge of the mean-field regime. The sharp step in (10) is thus a mean-field result whose range depends strongly on \(\xi_0\).

Numbers in the example were calculated in double precision.
